\section*{Elastically Preferred Directions of Composition Waves in Cubic Alloys}

\section{Definitions and conventions}

Let $x(\mathbf r)=x_0+\delta(\mathbf r)$ be the atomic fraction of one component of a binary cubic alloy, with $\langle\delta\rangle=0$, where angle brackets denote a volume average. The lattice is coherent: lattice planes continue without dislocations through regions of different composition. The stress-free strain is a pure dilatation, linear in composition,
\begin{equation}
\varepsilon^0_{ij}=\eta\,\delta\,\delta_{ij},\qquad \eta=\frac1a\frac{da}{dx},
\label{eq:vegard}
\end{equation}
where $a$ is the lattice parameter and $\delta_{ij}$ the Kronecker symbol. Strains are small, and the moduli $C_{11},C_{12},C_{44}$ do not depend on composition. Stability requires
\begin{equation}
C_{44}>0,\qquad C_{11}-C_{12}>0,\qquad t\equiv C_{11}+2C_{12}>0 .
\label{eq:stable}
\end{equation}
The Zener ratio is $A=2C_{44}/(C_{11}-C_{12})$. We also use
\begin{equation}
\Delta=2C_{44}-C_{11}+C_{12},
\label{eq:delta}
\end{equation}
which is positive for $A>1$, zero for $A=1$ and negative for $A<1$.

The claim to be proved concerns elastic energy at fixed composition variance $\langle\delta^2\rangle$, in a region much larger than the wavelength. Whether the alloy decomposes at all also depends on its chemical free energy, treated in Section~\ref{sec:spinodal}.

\section{From a composition field to a function of direction}

The elastic energy density is
\begin{equation}
W=\Big\langle\tfrac12(\varepsilon-\eta\delta I):C:(\varepsilon-\eta\delta I)\Big\rangle .
\label{eq:W}
\end{equation}
Write $\delta=\sum_{\mathbf k\neq0}\delta_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and let $\mathbf n=\mathbf k/k$. A displacement wave $\mathbf v_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ produces the strain amplitude $\mathrm{sym}(\mathbf n\otimes ik\mathbf v_{\mathbf k})$, where $\mathrm{sym}$ takes the symmetric part. Since $C$ is uniform, the average of the quadratic form is a sum over separate wavevectors. The uniform strain $\bar\varepsilon$ belongs to $\mathbf k=0$, where $\delta$ has no component, so it adds $\frac12\bar\varepsilon:C:\bar\varepsilon$ and does not couple to the waves.

For $\mathbf k\ne0$ set $ik\mathbf v_{\mathbf k}=\eta\delta_{\mathbf k}\mathbf u$. An imaginary part of $\mathbf u$ would only add positive energy, so $\mathbf u$ is real at the minimum. Therefore
\begin{align}
W&=\tfrac12\bar\varepsilon:C:\bar\varepsilon+\eta^2\sum_{\mathbf k\ne0}|\delta_{\mathbf k}|^2\,Y(\mathbf n),
\label{eq:sum}\\
Y(\mathbf n)&=\min_{\mathbf u}\tfrac12\,[\mathrm{sym}(\mathbf n\otimes\mathbf u)-I]:C:[\mathrm{sym}(\mathbf n\otimes\mathbf u)-I].
\label{eq:Ydef}
\end{align}
The wavelength has dropped out; direction remains.

To carry out the minimisation, note that $C:I=tI$. The constant term in \eqref{eq:Ydef} is then $\frac12 I:C:I=\frac32t$, and the cross term is $-t\,\mathbf n\cdot\mathbf u$. Denote the quadratic term by $\frac12\mathbf u\cdot K\mathbf u$. With $\varepsilon_{ii}=n_iu_i$ (no sum) and $2\varepsilon_{ij}=n_iu_j+n_ju_i$ for $i\neq j$,
\begin{equation}
\mathbf u\cdot K\mathbf u=C_{11}\sum_i n_i^2u_i^2+2C_{12}\sum_{i<j}n_in_ju_iu_j
+C_{44}\sum_{i<j}(n_iu_j+n_ju_i)^2 .
\label{eq:K}
\end{equation}
The matrix $K$ is positive definite, because a nonzero $\mathbf u$ gives a nonzero strain. Setting the derivative of $\frac32t-t\,\mathbf n\cdot\mathbf u+\frac12\mathbf u\cdot K\mathbf u$ to zero gives $\mathbf u=tK^{-1}\mathbf n$, and hence
\begin{equation}
Y(\mathbf n)=\tfrac12t\,[3-t\,g(\mathbf n)],\qquad g(\mathbf n)=\mathbf n\cdot K^{-1}\mathbf n .
\label{eq:Yg}
\end{equation}
A large $g$ means that the lattice relaxes easily along the wave. Minimising $Y$ means maximising $g$.

\section{The minimum for $A>1$}

For $\mathbf n=[100]$, equation \eqref{eq:K} gives $K\mathbf n=C_{11}\mathbf n$, so $g=1/C_{11}$. We show that no direction gives a larger value. Subtract
\[
C_{11}(\mathbf n\cdot\mathbf u)^2=C_{11}\sum_i n_i^2u_i^2+2C_{11}\sum_{i<j}n_in_ju_iu_j
\]
from \eqref{eq:K}. The terms in $n_i^2u_i^2$ cancel. Expanding the last square in \eqref{eq:K} leaves
\begin{equation}
\mathbf u\cdot K\mathbf u-C_{11}(\mathbf n\cdot\mathbf u)^2
=\sum_{i<j}\big[C_{44}(p_{ij}^2+q_{ij}^2)-2\beta\,p_{ij}q_{ij}\big],
\label{eq:identity}
\end{equation}
where $p_{ij}=n_iu_j$, $q_{ij}=n_ju_i$ and $\beta=C_{11}-C_{12}-C_{44}$. Each bracket can be written as
\begin{equation}
(C_{44}-|\beta|)(p_{ij}^2+q_{ij}^2)+|\beta|\,(p_{ij}\mp q_{ij})^2,
\label{eq:squares}
\end{equation}
with the upper sign for $\beta\ge0$ and the lower for $\beta<0$. It is non-negative if $|\beta|\le C_{44}$. This condition has two halves. The first, $\beta\ge-C_{44}$, reads $C_{11}-C_{12}\ge0$ and follows from stability. The second, $\beta\le C_{44}$, reads $C_{11}-C_{12}\le2C_{44}$, which is $A\ge1$.

Now choose $\mathbf u=K^{-1}\mathbf n$. Both $\mathbf u\cdot K\mathbf u$ and $\mathbf n\cdot\mathbf u$ equal $g$, so the non-negative left side of \eqref{eq:identity} becomes
\begin{equation}
g-C_{11}g^2\ge0\quad\Longrightarrow\quad g\le\frac1{C_{11}},
\label{eq:gbound}
\end{equation}
since $g>0$. Substitution in \eqref{eq:Yg} gives
\begin{equation}
Y(\mathbf n)\ge Y_{100}=\tfrac12t\left(3-\frac{C_{11}+2C_{12}}{C_{11}}\right)
=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}} .
\label{eq:Y100}
\end{equation}

The minimum is strict. For $A>1$ we have $|\beta|<C_{44}$, so \eqref{eq:identity} vanishes only if every $n_iu_j$ with $i\neq j$ vanishes. If $\mathbf n$ is not a cube axis, at least two of its components are nonzero, say $n_1$ and $n_2$. The first forces $u_2=u_3=0$ and the second forces $u_1=0$, whereas $K^{-1}\mathbf n$ is not zero. Thus equality holds only on $\langle100\rangle$.

By \eqref{eq:sum}, the result extends from one wave to any composition field:
\begin{equation}
W-\tfrac12\bar\varepsilon:C:\bar\varepsilon\ \ge\ \eta^2Y_{100}\langle\delta^2\rangle\qquad(A>1),
\label{eq:field}
\end{equation}
with equality when all wavevectors lie along cube axes. At fixed variance, a single $[100]$ wave and a superposition of $[100]$, $[010]$ and $[001]$ waves have equal energy. Linear elasticity with uniform moduli does not choose between them.

\section{The maximum, and the case $A\le1$}

The Cauchy--Schwarz inequality applied to $K^{1/2}\mathbf n$ and $K^{-1/2}\mathbf n$ gives $1\le(\mathbf n\cdot K\mathbf n)\,g$. Put $\mathbf u=\mathbf n$ in \eqref{eq:K} and let $P=\sum_{i<j}n_i^2n_j^2$. Since $\sum_in_i^4=1-2P$,
\begin{equation}
\mathbf n\cdot K\mathbf n=C_{11}(1-2P)+(2C_{12}+4C_{44})P=C_{11}+2\Delta P .
\label{eq:nKn}
\end{equation}
Here $0\le P\le\frac13$, with $P=0$ on $\langle100\rangle$ and $P=\frac13$ on $\langle111\rangle$. For $A>1$, therefore,
\[
g\ge\frac1{C_{11}+2\Delta P}\ge\frac1M,\qquad
M=C_{11}+\tfrac23\Delta=\tfrac13(C_{11}+2C_{12}+4C_{44}).
\]
Both equalities hold on $\langle111\rangle$, where threefold symmetry makes $\mathbf n$ an eigenvector of $K$. The largest value of $Y$ is thus $\frac12t(3M-t)/M$. Since $3M-t=4C_{44}$,
\begin{equation}
Y_{111}=\frac{6\,C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}},\qquad
\frac{Y_{111}}{Y_{100}}=\frac{3A\,C_{11}}{C_{11}+2C_{12}+4C_{44}} .
\label{eq:Y111}
\end{equation}

These expressions show the physical origin of the preference. In a $[100]$ wave the elastic strain, $\eta\delta\,\mathrm{diag}(t/C_{11}-1,-1,-1)$, has no shear component on the cube axes, so $C_{44}$ does not enter. In a $[111]$ wave the diagonal strains are equal, and the remaining distortion is resisted by $C_{44}$. When $A>1$, the tetragonal distortion is the softer one.

Replacing $g$ by its lower bound $1/(C_{11}+2\Delta P)$ in every direction gives the longitudinal approximation, in which the displacement is forced to lie along $\mathbf n$. It is an upper bound on $Y$, and it is exact wherever $\mathbf n$ is an eigenvector of $K$, as on $\langle100\rangle$, $\langle110\rangle$ and $\langle111\rangle$.

If $A<1$, then $\Delta<0$ and \eqref{eq:nKn} gives $\mathbf n\cdot K\mathbf n\le C_{11}$. Hence $g\ge1/C_{11}$, and $\langle100\rangle$ becomes the maximum of $Y$. For the minimum, write
\[
K=D+b\,\mathbf n\otimes\mathbf n,\qquad D_{ii}=C_{44}+|\Delta|n_i^2,\qquad b=C_{12}+C_{44},
\]
with $D$ diagonal. The equation $K\mathbf u=\mathbf n$ gives $\mathbf u=(1-bg)D^{-1}\mathbf n$, because $\mathbf n\cdot\mathbf u=g$. Taking the product with $\mathbf n$ yields $g=(1-bg)S$, or
\begin{equation}
\frac1g=\frac1S+b,\qquad S=\sum_i\phi(n_i^2),\qquad \phi(q)=\frac{q}{C_{44}+|\Delta|q} .
\label{eq:S}
\end{equation}
So $g$ is largest where $S$ is largest. Since $\phi''=-2|\Delta|C_{44}/(C_{44}+|\Delta|q)^3<0$, Jensen's inequality gives $S\le3\phi(\frac13)$, with equality on $\langle111\rangle$. The soft and hard directions have exchanged places.

If $A=1$, the bounds $g\le1/C_{11}$ and $g\ge1/C_{11}$ both hold, and $Y$ is independent of direction.

For $A>1$ the denominators in \eqref{eq:S} become $C_{44}-\Delta n_i^2$. For $A\ge2$ they can vanish, so a convexity argument based on $S$ needs special care there. The proof through \eqref{eq:identity} has no such restriction. Direct numerical minimisation of \eqref{eq:Ydef}, for ten stable crystals with $A$ from 0.3 to 8.0 and 200 random directions each, gave the extrema derived here.

\section{Consequence for spinodal decomposition}
\label{sec:spinodal}

Take an fcc regular solution in mean field at $x_0=\frac12$, with mixing free energy per atom
\[
f=k_BT[x\ln x+(1-x)\ln(1-x)]+\Omega x(1-x).
\]
Its second derivative at $x_0$ is $4k_BT-2\Omega$. If the interaction acts between nearest neighbours, the pair energy of a wave is $\Omega[x_0(1-x_0)-\gamma\langle\delta^2\rangle]$, where $\gamma$ is the average of $\cos\mathbf k\cdot\mathbf d$ over the twelve neighbour vectors $\mathbf d$. Cubic symmetry gives the average of $(\mathbf k\cdot\mathbf d)^2$ as $k^2d^2/3$, and $d^2=a^2/2$. To second order in $k$, then, $\gamma=1-k^2a^2/12$, which is isotropic.

Let $v=a^3/4$ be the volume per atom. Writing the energy of a wave per atom as $\frac12f''(\mathbf k)\langle\delta^2\rangle$ and adding the elastic part $v\eta^2Y\langle\delta^2\rangle$, we obtain
\begin{equation}
f''(\mathbf k)=-G(\mathbf n)+\kappa k^2,\qquad
G=2\Omega-4k_BT-2v\eta^2Y(\mathbf n),\qquad \kappa=\frac{\Omega a^2}6 .
\label{eq:G}
\end{equation}
Long waves along $\mathbf n$ become unstable when $G>0$, that is, below
\begin{equation}
T_{\mathbf n}=\frac{\Omega-v\eta^2Y(\mathbf n)}{2k_B}.
\label{eq:Tn}
\end{equation}
For $A>1$ the $\langle100\rangle$ waves become unstable first on cooling. If $v\eta^2Y_{100}>\Omega$, no bulk wave is unstable at any temperature in this model, and the elastic preference has nothing to select.

Diffusion obeys $\partial_t\delta=m\nabla^2\mu$, where $\mu$ is the exchange potential per atom and $m=D\,x_0(1-x_0)/k_BT$, with $D$ the tracer diffusivity. The mobility $m$ is isotropic by cubic symmetry. A small wave grows at the rate
\begin{equation}
R=mk^2(G-\kappa k^2),\qquad k_{\max}^2=\frac{G}{2\kappa},\qquad R_{\max}=\frac{mG^2}{4\kappa}.
\label{eq:R}
\end{equation}
The middle result follows from $dR/d(k^2)=0$. Among unstable directions, the one with the least elastic energy has the largest $G$, and so the fastest growth.

\section{Worked example: a gold--platinum film}

Consider an equiatomic Au--Pt film, 200~nm thick, annealed at 900~K. The inputs are rough typical values. For Au, $(C_{11},C_{12},C_{44})=(190,160,42)$~GPa; for Pt, $(350,250,76)$~GPa. Their mean, $(270,205,59)$~GPa, is used for the alloy and gives $A=1.82$. With $x$ the Pt fraction, $\eta=-0.04$; further, $a=0.400$~nm and $\Omega=0.26$~eV.

Equations \eqref{eq:Y100} and \eqref{eq:Y111} give
\[
Y_{100}=\frac{680\times65}{270}=163.7\ \text{GPa},\qquad
Y_{111}=\frac{6\times59\times680}{680+236}=262.8\ \text{GPa},
\]
a ratio of 1.6. A sinusoidal wave of amplitude 0.1 has $\langle\delta^2\rangle=0.005$. Along $[100]$ it costs $0.0016\times163.7\times0.005$~GPa, or 1.31~MJ/m$^3$; along $[111]$ it costs 2.10~MJ/m$^3$. Among 20\,000 random directions, the longitudinal approximation exceeds the true $Y$ of this alloy by at most 6.7\%.

With $v=0.0160$~nm$^3$, the energies $v\eta^2Y$ are 26.2, 38.4 and 42.0~meV along $[100]$, $[110]$ and $[111]$. Without strain the spinodal lies at 1509~K. Equation \eqref{eq:Tn} lowers it to 1357, 1286 and 1265~K respectively. Between 1286 and 1357~K, the model is unstable to long $[100]$ waves but stable to $[110]$ and $[111]$ waves.

At 900~K all three directions are unstable, and selection is by growth rate. The rates below assume that the film reaches 900~K still unmixed. With the diffusivity used here, this requires heating at about 1000~K/s or faster, because thermal fluctuations feed the unstable waves during heating: in linear theory with thermal noise these waves arrive with an rms composition fluctuation of about 0.10 at 1000~K/s, against 0.08 for the random alloy, and of about 0.24 at 100~K/s; at 10~K/s the $[100]$ waves would already have grown by more than six factors of $e$ on the way. Here $k_BT=0.07756$~eV, so
\[
G_{100}=0.5200-0.3102-0.0523=0.1575\ \text{eV},\qquad G_{111}=0.1258\ \text{eV}.
\]
With $\kappa=0.00693$~eV\,nm$^2$, the fastest $[100]$ wavelength is 1.86~nm. The $[111]$ growth rate relative to $[100]$ is $(0.1258/0.1575)^2=0.64$. For a rough diffusivity $D=10^{-5}\exp(-2.35\,\text{eV}/k_BT)$~m$^2$/s, the $[100]$ rate is about 2~s$^{-1}$. If both waves started small enough to stay linear, a 100-fold growth along $[100]$ would take about 2.3~s and be accompanied by 19-fold growth along $[111]$. A random alloy does not start that small. Its site disorder alone gives the unstable waves together an rms composition fluctuation of about 0.08, and by the time the fastest $[100]$ wave has been amplified fivefold, amplification of this disorder alone gives about 0.22 (0.23 with the lattice rates of the next section). Thermal fluctuations during the anneal, which \eqref{eq:R} leaves out, add so much to this that linear theory has failed by then. With them included, the rms fluctuation reaches 0.25 after about 0.3~s, when the fastest $[100]$ wave has been amplified less than twofold and its amplitude exceeds that of the fastest $[111]$ wave by a factor of only about 1.3. Even a fivefold amplification along $[100]$ would be accompanied by $5^{0.64}\approx2.8$-fold amplification along $[111]$. Linear growth thus gives $[100]$ only a modest lead; any stronger alignment would have to develop in the later, nonlinear stage, which is not treated here.

\section{Limits of the model}

The fastest wavelength is under five lattice parameters, so the expansion in $k$ needs examination. For nearest-neighbour pair energies and atomic hops, $k^2$ in the diffusion factor becomes $s=12(1-\gamma)/a^2$. The driving force becomes $G-2\Omega(1-\gamma)=G-\kappa s$. The rate $ms(G-\kappa s)$ has the same maximum, $mG^2/4\kappa$, whenever $s=G/2\kappa$ can be reached. This is why the lattice sum leaves the peak rates unchanged and only shortens the wavelengths, to 1.83~nm for $[100]$. The elastic energy was still that of a continuum, and its error at this wavelength has not been evaluated.

Composition-dependent moduli couple the waves to the mean film strain. Take the film normal to be $[001]$, and consider layers stacked along it, with clamped in-plane strain $e$ measured from the stress-free state of the mean alloy. Each layer has energy density $Y_{100}(x)(e-\eta\delta)^2$. With $Y_{100}(x)\simeq Y_{100}+Y'\delta$, the cross term $-2e\eta Y'\langle\delta^2\rangle$ changes the cost by the fraction $-2eY'/(\eta Y_{100})$. The end-member moduli give 81~GPa for Au and 243~GPa for Pt, hence $Y'\simeq162$~GPa. For $e=+0.2\%$, a mean stress of 327~MPa, the fraction is about $+0.10$. This strain is an illustration. A Matthews--Blakeslee estimate puts its critical thickness near 40~nm, so a 200~nm epitaxial film holds it only if misfit dislocations are kinetically blocked. Relaxed to equilibrium, the film would keep about 0.05\%, and the strain effects below would be roughly four times smaller.

Full minimisation with linearly interpolated moduli and wave amplitude 0.1 gives a cost of 1.098 times the uniform-moduli value for this vertical wave, and 0.962 for a lateral $[100]$ wave. At $e=-0.2\%$ the factors are 0.901 and 1.036. In this example tension favours lateral and compression favours vertical modulation. The degeneracy of the cube axes is lifted by about 14\% of the wave energy, which is less than the 60\% difference between $[100]$ and $[111]$ at uniform moduli.

A free surface also relaxes lateral waves. In the bulk solution the normal stress on planes parallel to the surface is
\[
\sigma_{zz}=\eta\delta\,(C_{12}t/C_{11}-t)=-Y_{100}\eta\delta ,
\]
and the surface must remove it. The work released by this removal, computed for an anisotropic half-space, is 0.17\% of the wave energy in the 200~nm film. It scales as $1/(kh)$ for film thickness $h$ and becomes important when $h$ approaches the wavelength. Relaxation at the substrate interface is not included.

In a real Au--Pt film the largest doubts concern the chemistry and the kinetics. The real miscibility gap is asymmetric, unlike that of the regular solution. Lowering $\Omega$ by 10\% at fixed temperature reduces $G_{100}$ to about 0.105~eV and the relative $[111]$ rate from 0.64 to about 0.49. An error of 0.1~eV in the activation energy changes all growth times by a factor of about 3.6, and grain boundaries can provide faster paths than the bulk diffusion assumed here. Moduli also soften on heating: a uniform 20\% reduction would raise the $[100]$ spinodal by 30~K. These changes leave the direction of least elastic energy in place as long as the alloy remains coherent, its stress-free strain is dilatational and $A$ stays above one. The rough end-member values, 2.80 for Au and 1.52 for Pt, both satisfy the last condition. The main computed values are in the numerical output, where the gradient coefficient $\kappa$ is labelled g.

\section*{Table of computed values}
\begin{verbatim}
Zener ratios tested: 0.3 to 8.0
Rough inputs, C11 C12 C44 in GPa:
  Au: 190 160 42, A = 2.80
  Pt: 350 250 76, A = 1.52
  alloy: 270 205 59, A = 1.82
misfit eta = -0.04, lattice parameter = 0.400 nm
omega = 0.26 eV/atom, anneal = 900 K
film thickness = 200 nm, wave amplitude = 0.1
diffusion: 1e-05 m^2/s, 2.35 eV
atomic volume = 0.0160 nm^3
kB T at anneal = 0.07756 eV
[100] Y = 163.7 GPa, v eta^2 Y = 26.16 meV/atom
[110] Y = 240.2 GPa, v eta^2 Y = 38.39 meV/atom
[111] Y = 262.8 GPa, v eta^2 Y = 41.99 meV/atom
Y111/Y100 = 1.605
energy density [100] wave = 1.310 MPa
energy density [111] wave = 2.102 MPa
longitudinal formula, largest excess = 6.71 %
spinodal without strain = 1509 K
[100] coherent spinodal = 1357 K
[110] coherent spinodal = 1286 K
[111] coherent spinodal = 1265 K
gradient coefficient g = 0.00693 eV nm^2
[100] G = 0.1575 eV, wavelength = 1.86 nm
  growth rate = 1.996 1/s, relative = 1.000
[110] G = 0.1330 eV, wavelength = 2.03 nm
  growth rate = 1.424 1/s, relative = 0.713
[111] G = 0.1258 eV, wavelength = 2.09 nm
  growth rate = 1.274 1/s, relative = 0.638
[100] grows 100-fold in 2.3 s
[111] then grows 18.9-fold
Neglected effects:
lattice sum [100]: wavelength 1.83 nm, relative rate 1.000
lattice sum [110]: wavelength 1.99 nm, relative rate 0.713
lattice sum [111]: wavelength 2.04 nm, relative rate 0.638
lattice/continuum peak rate [100] = 1.000
[100]-type cost / uniform-moduli cost, varying moduli:
  film strain -0.2 %: lateral 1.036, vertical 0.901
  film strain +0.0 %: lateral 0.999, vertical 1.000
  film strain +0.2 %: lateral 0.962, vertical 1.098
mean film stress at 0.2 % strain = 327 MPa
free-surface relief of lateral wave = 0.165 %
20 % softer moduli raise [100] spinodal by 30 K
\end{verbatim}
